# Coulomb tail and the finite photoionization step of an s-like deep centre

## 1. Situation and result

Light lifts an electron from an s-like deep centre into a conduction band. If the electron leaves a centre that exerts no long-range force, the photoionization cross section starts as $(\hbar\omega-E_i)^{3/2}$, where $E_i$ is the binding energy. A donor, however, is left positively charged, and the outgoing electron feels $-Ze^2/(4\pi\varepsilon_0\varepsilon r)$. This appendix derives the threshold for that case.

The model has one electron, one isotropic parabolic band of mass $m$, a rigid lattice and a local-field factor of 1. The short-range force of the centre acts on s waves but not on p waves. Define

$$E_i=\frac{\hbar^2\kappa^2}{2m},\quad \hbar\omega-E_i=\frac{\hbar^2k^2}{2m},\quad a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{Zme^2},\quad R=\frac{\hbar^2}{2ma^2},\quad n=\frac1{\kappa a}=\sqrt{\frac{R}{E_i}} .$$

For a bound state $u_0(r)Y_{00}/r$ with $\int u_0^2dr=1$, the cross section just above threshold is

$$\boxed{\sigma(0^+)=\frac{4\pi^2\alpha}{3n_r}\,\kappa^2\left[\int_0^\infty u_0\,r^{3/2}J_3\!\left(\sqrt{8r/a}\right)dr\right]^2} \tag{1}$$

with $\alpha$ the vacuum fine-structure constant and $n_r$ the refractive index. It is finite, and nonzero unless the integral happens to vanish. For the short-range state $u_0=\sqrt{2\kappa}\,e^{-\kappa r}$ it becomes

$$\sigma(0^+)=\frac{64\pi^2\alpha}{3n_r}\,a^2n^5e^{-4n}. \tag{2}$$

The step belongs to ionization. Total absorption also contains lines below $E_i$, treated in section 5.

## 2. Cross section from the golden rule

For a field $\mathcal E_0\cos\omega t$ along $z$, the part of the dipole energy that absorbs a photon has amplitude $e\mathcal E_0z/2$. The rate is $(2\pi/\hbar)(e\mathcal E_0/2)^2|z_{fi}|^2$ when the final state is normalized per unit energy. The photon flux is $n_r\varepsilon_0c\mathcal E_0^2/(2\hbar\omega)$. Dividing, and using $e^2=4\pi\varepsilon_0\hbar c\alpha$,

$$\sigma=\frac{\pi e^2\omega}{n_r\varepsilon_0c}|z_{fi}|^2=\frac{4\pi^2\alpha}{n_r}\hbar\omega|z_{fi}|^2 .$$

From an s state, $z=r\cos\theta$ leads to the p state with $Y_{10}$, and the angular integral is $1/\sqrt3$.

Let $F(r)$ be the regular p wave with unit amplitude at infinity. Since $\int_0^\infty\sin kr\sin k'r\,dr=(\pi/2)\delta(k-k')$ for positive $k,k'$, and $\delta(k-k')=(\hbar^2k/m)\delta(E-E')$, the energy-normalized wave is $\sqrt{2m/(\pi\hbar^2k)}\,F$. The slowly varying Coulomb phase does not alter this factor. With $\hbar\omega=\hbar^2(\kappa^2+k^2)/2m$,

$$\sigma=\frac{4\pi^2\alpha}{3n_r}\,\frac{\kappa^2+k^2}{\pi k}\,J^2,\qquad J=\int_0^\infty u_0\,r\,F\,dr. \tag{3}$$

Without a tail, $F=kr\,j_1(kr)\to(kr)^2/3$ over the range of $u_0$. Then $J\propto k^2$ and $\sigma\propto k^4/k=k^3$, which is the three-halves power of the energy.

## 3. The p wave in the Coulomb tail

The final state obeys

$$F''+\left[k^2+\frac{2}{ar}-\frac{2}{r^2}\right]F=0 .$$

Put $F=C(kr)^2e^{-ikr}w$. Differentiating the prefactor $r^2e^{-ikr}$ gives

$$w''+\left(\frac4r-2ik\right)w'+\left(-\frac{4ik}{r}+\frac{2}{ar}\right)w=0,$$

because the terms in $k^2$ and $1/r^2$ cancel. Multiply by $r$, set $x=2ikr$ and divide by $2ik$:

$$x\,w_{xx}+(4-x)w_x-(2+i\nu)w=0,\qquad \nu=\frac1{ka}.$$

This is Kummer's equation, so the regular solution is $w=M(2+i\nu,4,2ikr)$.

To fix $C$, use the large-$|x|$ form of $M(b,4,x)$, with $b=2+i\nu$. One of its two terms is $\Gamma(4)e^xx^{b-4}/\Gamma(b)$. For $x=2kr\,e^{i\pi/2}$ its modulus is $6(2kr)^{-2}e^{-\pi\nu/2}/|\Gamma(2+i\nu)|$. In $F$ the other term is the complex conjugate, since $F$ is real, and the sum doubles the amplitude. Hence

$$C\cdot\frac{6}{4}\cdot2\,\frac{e^{-\pi\nu/2}}{|\Gamma(2+i\nu)|}=1,\qquad C=\frac{e^{\pi\nu/2}|\Gamma(2+i\nu)|}{3}.$$

With $|\Gamma(2+i\nu)|^2=(1+\nu^2)\pi\nu/\sinh\pi\nu$,

$$9C^2=S\equiv(1+\nu^2)\frac{2\pi\nu}{1-e^{-2\pi\nu}}. \tag{4}$$

$S$ is the enhancement of the p-wave density near the origin. It tends to 1 when the tail is removed.

## 4. Closed form and its limits

Insert the short-range state. With $p=\kappa+ik$,

$$J=\sqrt{2\kappa}\,Ck^2\int_0^\infty r^3e^{-pr}M(b,4,2ikr)\,dr .$$

Expand $M=\sum_j\frac{(b)_j}{(4)_j}\frac{(2ikr)^j}{j!}$ and use $\int_0^\infty r^{3+j}e^{-pr}dr=6(4)_j/p^{4+j}$. The factors $(4)_j$ cancel and a binomial series remains:

$$\int_0^\infty r^3e^{-pr}M\,dr=\frac6{p^4}\sum_j\frac{(b)_j}{j!}\left(\frac{2ik}{p}\right)^j=\frac6{p^4}\left(1-\frac{2ik}{p}\right)^{-b}.$$

The series converges for $k<\kappa/\sqrt3$. Both sides are analytic in $\kappa$ for $\mathrm{Re}\,\kappa>0$, so the result holds for all $k$. Since $p-2ik=\kappa-ik$,

$$\frac{6}{(\kappa+ik)^{2-i\nu}(\kappa-ik)^{2+i\nu}}=\frac{6}{(\kappa^2+k^2)^2}\left(\frac{\kappa+ik}{\kappa-ik}\right)^{i\nu}=\frac{6\,e^{-2\nu\theta}}{(\kappa^2+k^2)^2},\quad\theta=\arctan\frac k\kappa .$$

Therefore $J^2=2\kappa\,(S/9)\,k^4\cdot36\,e^{-4\nu\theta}/(\kappa^2+k^2)^4$, and (3) gives

$$\sigma=\frac{32\pi\alpha}{3n_r}\,\frac{\kappa k^3}{(\kappa^2+k^2)^3}\;S\,e^{-4\nu\theta}. \tag{5}$$

**No tail.** For $\nu=0$ the last two factors equal 1. The maximum follows from $3/k=6k/(\kappa^2+k^2)$, so $k=\kappa$. It lies at $\hbar\omega=2E_i$ and has height $4\pi\alpha/(3n_r\kappa^2)$.

**Threshold with tail.** From (4),

$$k^3S=\frac{2\pi}{a}\,\frac{k^2+a^{-2}}{1-e^{-2\pi/(ka)}}\;\longrightarrow\;\frac{2\pi}{a^3}. \tag{6}$$

The enhancement grows as $k^{-3}$ and cancels the $k^3$ law. Also $\nu\theta\to(1/ka)(k/\kappa)=n$. Thus $\sigma(0^+)=(32\pi\alpha/3n_r)\,2\pi e^{-4n}/(\kappa^5a^3)$, which is (2) because $\kappa^{-5}a^{-3}=a^2n^5$. Relative to the maximum without a tail, the step is $16\pi n^3e^{-4n}$.

**Just above threshold.** To order $k^2$, the logarithm of (5) changes by $k^2a^2$ from (6), by $-3k^2/\kappa^2$ from the denominator, and by $+\tfrac43nk^2/\kappa^2$ from $\theta=k/\kappa-k^3/3\kappa^3$. With $k^2/\kappa^2=n^2k^2a^2$ and $k^2a^2=(\hbar\omega-E_i)/R$,

$$\frac{\sigma}{\sigma(0^+)}=1+\left(1-3n^2+\frac{4n^3}{3}\right)\frac{\hbar\omega-E_i}{R}+\dots \tag{7}$$

The energy scale of the step region is $R$. For a very deep centre, $n\to0$, the step is a small fraction of the maximum.

**Fast electrons.** For $\nu\ll1$, $S\approx1+\pi\nu$, so the ratio of (5) to its value without a tail is $1+\nu(\pi-4\theta)$. To this order the tail raises $\sigma$ for $k<\kappa$ and lowers it for $k>\kappa$. At $k=\kappa$ the next order is needed. There $\ln S=\pi\nu+\nu^2(1-\pi^2/6)$ and $\nu=n$, so the ratio is about $1-0.64n^2$.

**Repulsive tail.** The derivation also holds for $a<0$. Then (6) reads $k^3S=(2\pi/|a|)(k^2+a^{-2})/(e^{2\pi/(k|a|)}-1)$, and the cross section vanishes exponentially at threshold. Attraction is therefore essential to the step.

## 5. General bound state, and the lines below the edge

For any localized $u_0$, take $k\to0$ at fixed $r$. Then $(2+i\nu)_j(2ik)^j\to(-2/a)^j$, and

$$e^{-ikr}M\to\sum_j\frac{3!}{(3+j)!\,j!}\left(-\frac{2r}{a}\right)^j=6\left(\frac{2r}{a}\right)^{-3/2}J_3\!\left(\sqrt{8r/a}\right).$$

From (6), $Ck^{3/2}\to\sqrt{2\pi}/(3a^{3/2})$. Multiplying,

$$\frac{F}{\sqrt k}\to\frac{\sqrt{2\pi}}{3a^{3/2}}\,r^2\cdot6\left(\frac{a}{2r}\right)^{3/2}J_3=\sqrt{\pi r}\,J_3\!\left(\sqrt{8r/a}\right). \tag{8}$$

Insertion in (3) gives (1). The function $J_3$ first changes sign at $r\approx5.1a$, so a nodeless state confined well inside that radius has a nonzero integral.

Equation (8) shows the physical origin of the step. Far out, $F^2/k$ has the amplitude $1/k(r)$, with $k(r)^2=2/(ar)$. The tail keeps the electron moving at finite local speed even when its total energy is zero. The centrifugal term exceeds the tail only for $r<a$, so the barrier has a fixed width. Without the tail the barrier reaches out to $r=\sqrt2/k$, and its growing width produces the $k^3$ law.

The attractive tail also binds p states at $-R/N^2$, $N\ge2$. Near the origin the normalized hydrogenic function is $u_N\approx A_Nr^2$, with

$$A_N^2=\frac{4}{9a^5}\,\frac{N^2-1}{N^5}.$$

The energy-normalized continuum function at threshold has $A^2=(2m/\pi\hbar^2)(2\pi/9a^3)=2/(9Ra^5)$, since $2m/\hbar^2=1/(Ra^2)$. Multiplied by the level spacing $2R/N^3$, this is $4/(9a^5N^3)$, the limit of $A_N^2$ for large $N$. Both functions obey the same radial equation as their energies approach zero, so they agree over the whole range of $u_0$. The line strength per unit energy therefore joins the step continuously. An absorption measurement that cannot resolve the lines shows no jump at $E_i$. The jump is in the production of free electrons.

## 6. Initial state with the same tail

Equation (2) puts the tail in the final state but not in the bound state. In a real donor the bound electron feels it too. Outside the core,

$$u_0''+\left[\frac{2}{ar}-\kappa^2\right]u_0=0 .$$

With $z=2\kappa r$ this becomes $u_{zz}+(-\tfrac14+n/z)u=0$, whose decaying solution is the Whittaker function

$$u_0\propto W_{n,1/2}(z)=z\,e^{-z/2}\,U(1-n,2,z), \tag{9}$$

where $U$ is the second Kummer function. The core is shrunk to a point and enters through the measured $E_i$. At large $r$, (9) behaves as $z^ne^{-z/2}$. It reaches farther out than the pure exponential, where the dipole weight is larger.

The length and velocity forms of the dipole expose the inconsistency of (2). If the final Hamiltonian has the tail potential $V_C$ and the initial one does not,

$$\hbar\omega\,z_{fi}=-\frac{\hbar^2}{m}(\partial_z)_{fi}+(V_Cz)_{fi}.$$

At threshold $-V_C/\hbar\omega=2/(a\kappa^2r)$. Thus the velocity amplitude divided by the length amplitude is

$$1+\frac{2}{a\kappa^2}\,\frac{\int r^{1/2}e^{-\kappa r}J_3\,dr}{\int r^{3/2}e^{-\kappa r}J_3\,dr}=1+\frac{2n}{3}M(1,4,2n).$$

The last form follows by integrating the series for $J_3$, which gives $2\kappa^{-3}M(3,4,-2n)$ over $6\kappa^{-4}e^{-2n}$, and then using $e^{2n}M(3,4,-2n)=M(1,4,2n)$. With (9) both states belong to one Hamiltonian with a point core, the extra term is absent, and the forms agree.

## 7. Worked example: a chalcogen double donor in silicon

A singly ionized sulphur or selenium double donor in silicon holds one electron in an s-like ground state and leaves charge $Z=2$. Rough typical inputs are $E_i=0.60$ eV, $m=0.26\,m_0$, $\varepsilon=11.7$ and $n_r=3.4$. Scaling the hydrogen values,

$$a=\frac{0.0529\times11.7}{0.26\times2}=1.19\ \text{nm},\qquad R=\frac{13.6\times0.26\times4}{11.7^2}=0.103\ \text{eV},$$

so $n=\sqrt{0.1034/0.60}=0.415$ and $1/\kappa=na=0.494$ nm. Equation (2) gives

$$\sigma(0^+)=0.452\times1.418\ \text{nm}^2\times0.01233\times0.190=1.50\times10^{-17}\ \text{cm}^2 ,$$

where $0.452=64\pi^2\alpha/(3n_r)$. This is 68 percent of the maximum without a tail, $2.20\times10^{-17}$ cm². With the tail in both states, (1) and (9) give $5.27\times10^{-17}$ cm².

Cross sections in $10^{-17}$ cm²:

| Above edge (meV) | No tail | Final state | Both states |
|---:|---:|---:|---:|
| 1 | 0.0012 | 1.51 | 5.29 |
| 20 | 0.097 | 1.65 | 5.67 |
| 100 | 0.75 | 2.03 | 6.39 |
| 300 | 1.84 | 2.21 | 5.88 |
| 600 | 2.20 | 1.97 | 4.35 |

The rows at 300 and 600 meV show the behaviour of the model and are not predictions for silicon. The conduction band of silicon reaches the zone boundary X about 0.13 eV above its minimum, so a single parabolic valley fails at these energies. At 600 meV the photon energy, 1.20 eV, also exceeds the band gap. The lower rows are only rough as well: $\kappa=2.0$ nm⁻¹ exceeds the distance of about 1.7 nm⁻¹ from the valley minimum to X, so the bound state draws on band states outside the parabolic range in every row.

One meV above the edge, the final-state tail raises the cross section by a factor of about 1300. At 600 meV, where $k=\kappa$, it lowers it to 0.90 of the value without a tail, as the estimate $1-0.64n^2=0.89$ predicts. For a fixed $u_0$, completeness of the p states fixes the sum of squared radial dipole integrals at $\langle r^2\rangle$, so the tail redistributes this strength without adding to it. The lines below the edge hold 2.8 percent of it.

The averaged strength of the lines, relative to the step, is 0.835 for $N=2$, 0.976 for $N=5$ and 0.9998 for $N=60$. Equation (7), continued to the energy $-R/N^2$, gives 0.855 and 0.977 for the first two.

The closed form is a poor number here even though it has the right threshold law. The tail in the initial state multiplies the step by 3.5. Even at $n=0.1$ the factor is 1.39, so the approach to (2) is slow. The velocity form with the tail in the final state alone exceeds the length form by a factor of 1.81 in cross section, which agrees with $[1+(2n/3)M(1,4,2n)]^2$. With (9) the ratio is 1.000000.

## 8. How far the real centre departs from the model

**Band and core.** The pure exponential has $1-e^{-2\times0.54/0.494}=89$ percent of its norm inside one lattice constant, 0.54 nm. Effective-mass theory and the bulk dielectric constant are doubtful there. For the pure exponential, that region supplies only 5 percent of the threshold dipole integral. For the state (9) it holds 75 percent of the norm and supplies 3 percent of the integral. An error in the core part of $u_0$ therefore enters mainly through normalization, which sets the amplitude of the outer part. The model does not determine the size of this error, but it is not small. Replacing the point core by an s-wave square well of radius 0.12, 0.27 or 0.54 nm, tuned to the same $E_i$, raises the step from $5.3\times10^{-17}$ to $5.8$, $6.8$ or $9.9\times10^{-17}$ cm², almost entirely through normalization. The step height for silicon is therefore uncertain by tens of percent at least. Silicon also has an anisotropic mass. With $E_i$, $\varepsilon$ and $Z$ held fixed, isotropic masses of 0.19 and 0.92 $m_0$ give steps of $1.63\times10^{-17}$ and $0.65\times10^{-17}$ cm² from (2). With the tail in both states, the same masses give $4.9\times10^{-17}$ and $4.8\times10^{-17}$ cm², against $5.3\times10^{-17}$ cm² for 0.26 $m_0$. The strong mass dependence of (2) thus comes mostly from omitting the tail in the bound state. These isotropic trials do not bound the effect of the anisotropy.

**Fields.** Charged neighbours at an assumed $2\times10^{15}$ cm⁻³ give a Holtsmark scale field of 509 V/cm if each carries one elementary charge. Most centres feel more than this: the median of the Holtsmark distribution is about 1.1 kV/cm. A uniform field $\mathcal E$ lowers the top of the barrier by $2\sqrt{Ze^3\mathcal E/(4\pi\varepsilon_0\varepsilon)}$, which is 7.1 meV for the scale field and about 10 meV for the median. At the median field that top would lie 47 nm from the centre, however, while the nearest charged neighbour is on average 44 nm away. The field is not uniform over such a distance, so the figure gives only the order of magnitude: the onset of ionization blurs by roughly 10 meV, and the highest p levels merge with the continuum. For the pure exponential, (7) puts the strength per unit energy 10 meV below the edge about 6 percent below the step.

**Screening.** At 77 K an assumed $10^{13}$ carriers per cm³ give a screening length $\lambda=655$ nm and an energy shift of 0.38 meV. Beyond a finite range the p wave is free again, so the three-halves law must return as $k\to0$. It needs $k\lambda\ll1$, that is, energies well below $\hbar^2/2m\lambda^2=3\times10^{-4}$ meV, which field broadening hides. For $\lambda\approx550a$, as here, the local exponent is 0.4 at $k\lambda=0.3$, 1.1 at $k\lambda=0.1$ and 1.45 at $k\lambda=0.03$, so the law returns only about a thousand times below that energy, while at $k\lambda=1$ the cross section is already 0.99 of the step. A numerical solution with the strong screening length $2a$ gives a threshold exponent of 1.502. With $40a$, the cross section at energy $R$ is 0.9998 of the unscreened value.

**Lattice coupling.** For an assumed Huang–Rhys factor of 0.1 and a 60 meV phonon, 90 percent of the step remains at the zero-phonon edge. The rest opens at phonon replicas. A strongly coupled centre has no sharp step.

## 9. Implementation

1. Compute $a$, $R$ and $n$ from $m$, $\varepsilon$, $Z$ and the optical $E_i$. For six equivalent valleys in a symmetric s-like combination, an isotropic mass gives the one-valley result if intervalley dipole terms are neglected.
2. For a donor, normalize (9) numerically and use it in (1). Reserve (2) and (5) for checking code and for scaling.
3. Above threshold, evaluate (3) with the regular $L=1$ Coulomb function of parameter $-1/(ka)$. In (5), use the combined form (6) for $k^3S$, which avoids a product of a vanishing and a diverging factor.
4. With the point-core state (9), compare length and velocity forms. Disagreement then shows that the two states do not share one tail or that the quadrature is inadequate. For a core of finite range that acts on s waves only, the test fails: its force does not commute with $z$, so the gradient form of section 6 lacks a term and differs from the length form even within one Hamiltonian.
5. Test the code on hydrogen in vacuum, with $u_0=2re^{-r/a}/a^{3/2}$ and $n=n_r=1$. The integral in (1), in units of $a$, is

$$2\cdot\frac{2^{3/2}}{6}\int_0^\infty r^4e^{-r}\sum_j\frac{3!\,(-2r)^j}{(3+j)!\,j!}\,dr=\frac{2^{5/2}}{6}\cdot24\,e^{-2}\left(1-\frac24\right)=8\sqrt2\,e^{-2}.$$

The sum was done with $M(5,4,-2)=e^{-2}M(-1,4,2)$. Hence $\sigma(0^+)=512\pi^2\alpha a^2/(3e^4)=6.30\times10^{-18}$ cm², the value that numerical quadrature of (1) also returns.

The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
Binding energy E_i = 0.60 eV, mass = 0.26 m0, Z = 2
Dielectric constant = 11.7, refractive index = 3.4
Bohr radius of tail a = 1.191 nm
Rydberg of tail R = 103.4 meV
n = sqrt(R/E_i) = 0.4151
Decay length 1/kappa = 0.494 nm
Step, tail in final state only = 1.500e-17 cm^2
Slope of sigma/step per (energy/R): formula 0.5785, direct 0.5778
Maximum, free final state: 2.196e-17 cm^2 at 0.600 eV above threshold
Maximum, final-state tail: 2.212e-17 cm^2 at 0.262 eV above threshold
Cross sections in cm^2: free final / tail final / tail in both
      1 meV above: 1.189e-20 / 1.509e-17 / 5.289e-17
      5 meV above: 1.303e-19 / 1.541e-17 / 5.378e-17
     20 meV above: 9.689e-19 / 1.652e-17 / 5.668e-17
    100 meV above: 7.527e-18 / 2.025e-17 / 6.388e-17
    300 meV above: 1.840e-17 / 2.206e-17 / 5.876e-17
    600 meV above: 2.196e-17 / 1.967e-17 / 4.349e-17
Line N=2: 25.842 meV below edge, averaged strength/step = 0.8352
Line N=5: 4.135 meV below edge, averaged strength/step = 0.9764
Line N=20: 0.258 meV below edge, averaged strength/step = 0.9986
Line N=60: 0.029 meV below edge, averaged strength/step = 0.9998
Closure (lines + continuum)/<r^2> = 1.0000000
Share of <r^2> in lines = 0.0275
Sum rule, free final state = 1.0000000
Hydrogen 1s threshold in vacuum = 6.304e-18 cm^2
Screened tail (length 2a): threshold exponent = 1.5024
Screened (40a)/unscreened at energy R = 0.9998
Step, tail in both states = 5.266e-17 cm^2
Ratio both/final-only = 3.510; at n=0.1 = 1.387
Velocity/length step: final-only 1.809, both 1.000000
Isotropic mass 0.19 m0: n = 0.355, step = 1.632e-17 cm^2
Isotropic mass 0.92 m0: n = 0.781, step = 6.535e-18 cm^2
Dipole integral inside 0.54 nm = 4.85 percent
Charged neighbours 2e+15 cm^-3: field = 509 V/cm
Edge lowering by that field = 7.08 meV
Screening: T = 77 K, carriers = 1e+13 cm^-3, length = 655 nm
Screening energy shift = 0.376 meV
Energy hbar^2/(2 m length^2) = 3.42e-04 meV
Assumed Huang-Rhys factor = 0.1, phonon = 60 meV
Zero-phonon share of the step = 0.905
```
